# Frozen neighbours in frequency calculations and the sublimation pressure of crystals

Electronic-structure programs let the user choose which atoms may move in a frequency calculation. If one particle of a crystal is free and its neighbours are frozen, the calculation returns a cage frequency $\omega$. With the static lattice energy $u$ per particle, this frequency gives the sublimation pressure

$$P=\frac{kT}{\Lambda^3}\,e^{u/kT}\left[2\sinh\frac{x}{2}\right]^3,\qquad x=\frac{\hbar\omega}{kT},\qquad \Lambda=\frac{h}{\sqrt{2\pi mkT}} .\tag{1}$$

Here $k$ is Boltzmann's constant and $m$ the particle mass. The energy is zero for a particle at rest in the vapour, so $u<0$. For the Lennard-Jones crystal treated below, freezing the neighbours raises the pressure by about 31% relative to the full harmonic phonon result at the same lattice spacing. An increase of 1% in the well depth lowers the pressure by about 14%.

## Where the pressure formula comes from

Assume an ideal vapour, a defect-free crystal, and internal motion and rotation that are the same in both phases. These last contributions then cancel, and three translational coordinates per particle remain.

A vapour particle in volume $V$ has the translational partition function $V/\Lambda^3$. For $N$ indistinguishable particles the free energy is $-kT\ln[(V/\Lambda^3)^N/N!]$. Differentiating with respect to $N$, with $\ln N!\approx N\ln N-N$ and $PV=NkT$, gives

$$\mu_{\rm gas}=-kT\ln\frac{V}{N\Lambda^3}=kT\ln\frac{P\Lambda^3}{kT}.$$

In the crystal each particle is tied to a site, so no factor $N!$ appears. One oscillator has levels $(n+\tfrac12)\hbar\omega$, whose geometric series is

$$\sum_{n=0}^{\infty}e^{-(n+1/2)x}=\frac{e^{-x/2}}{1-e^{-x}}=\frac{1}{2\sinh(x/2)} .$$

Three independent directions with the same frequency, as at a site of cubic symmetry, give the free energy per particle

$$f=u+3kT\ln\left[2\sinh\frac{x}{2}\right].\tag{2}$$

The chemical potential of the solid is $f+Pv$, with $v$ the volume per particle. At low vapour pressure $Pv$ is much smaller than $kT$ and is dropped. Setting $f=\mu_{\rm gas}$ and exponentiating gives equation (1).

Two limits show what the frequency does. For $x\ll1$, $2\sinh(x/2)\approx x$. With $\omega=\sqrt{K/m}$, where $K$ is the cage force constant,

$$P\approx\frac{(2\pi mkT)^{3/2}kT}{h^3}\left(\frac{\hbar\omega}{kT}\right)^3e^{u/kT}
=\left(\frac{K}{2\pi}\right)^{3/2}\frac{e^{u/kT}}{\sqrt{kT}} .\tag{3}$$

The last step uses $\hbar=h/2\pi$ and $m\omega^2=K$. The mass has cancelled: a stiffer cage raises the pressure because it leaves the particle less room in the solid. For $x\gg1$, $2\sinh(x/2)\approx e^{x/2}$ and

$$P\approx\frac{kT}{\Lambda^3}\exp\left[\frac{u+3\hbar\omega/2}{kT}\right].$$

The zero-point energy then weakens the binding, and the mass matters.

## The two inputs for a Lennard-Jones crystal

Take a face-centred cubic crystal with pair potential

$$\phi(r)=4\varepsilon\left[\left(\frac{\sigma}{r}\right)^{12}-\left(\frac{\sigma}{r}\right)^6\right].$$

Let $a$ be the nearest-neighbour distance, $s=(\sigma/a)^6$, and $A_n=\sum_{\mathbf R\neq0}(a/R)^n$. The sums can be taken out to a radius $\rho a$. Beyond it, the site density $\sqrt2/a^3$ gives the tail

$$4\pi\sqrt2\int_\rho^\infty t^{2-n}\,dt=\frac{4\pi\sqrt2}{n-3}\rho^{3-n}.$$

The results are $A_6=14.45392$, $A_8=12.80194$, $A_{12}=12.13188$ and $A_{14}=12.05899$.

**Static energy.** Every pair is shared by two particles, so the energy per particle is half the sum over neighbours:

$$u=\frac12\sum_{\mathbf R\neq0}\phi(R)=2\varepsilon(A_{12}s^2-A_6s).\tag{4}$$

Its minimum follows from $2A_{12}s-A_6=0$, so $s_0=A_6/(2A_{12})=0.5957$. Substitution gives $u_0=-\varepsilon A_6^2/(2A_{12})=-8.610\,\varepsilon$.

**Cage frequency.** When one particle moves, all its bonds change, so the full sum enters without the factor one half. Inversion symmetry removes the linear term. Cubic symmetry makes the matrix of second derivatives a multiple $K$ of the unit matrix, whose trace is $3K$. Since

$$\nabla^2r^{-n}=\left(\frac{d^2}{dr^2}+\frac2r\frac{d}{dr}\right)r^{-n}=[n(n+1)-2n]\,r^{-n-2}=n(n-1)\,r^{-n-2},$$

the powers 12 and 6 bring factors 132 and 30. Therefore

$$K=\frac13\sum_{\mathbf R\neq0}\nabla^2\phi(R)=\frac{4\varepsilon}{3a^2}\left(132A_{14}s^2-30A_8s\right).\tag{5}$$

## Which lattice spacing to use

A geometry optimization that also relaxes the cell minimizes $u$ and gives the static spacing, $s_0$. At temperature $T$ and negligible pressure, the spacing should instead minimize $f$. Because $1/a^2=s^{1/3}/\sigma^2$, equation (5) has the form $K\propto s^{4/3}(132A_{14}s-30A_8)$, and

$$\frac{d\ln K}{ds}=\frac{4}{3s}+\frac{132A_{14}}{132A_{14}s-30A_8}.$$

The derivative of the vibrational term in (2) is $\tfrac32kT\coth(x/2)\,dx/ds$, with $dx/ds=\tfrac12x\,d\ln K/ds$. The condition $df/ds=0$ becomes

$$2\varepsilon(2A_{12}s-A_6)+\frac{3\hbar\omega}{4}\coth\frac{x}{2}\left[\frac{4}{3s}+\frac{132A_{14}}{132A_{14}s-30A_8}\right]=0 .\tag{6}$$

The second term is positive, so the first must be negative: $s<s_0$, and the crystal expands. The required root is the minimum of $f$ connected to $s_0$ as the vibrational term becomes small. Since $f$ at this minimum lies below its value at $s_0$, expansion lowers $P$ in this model.

There is a limit to this procedure. At $s=30A_8/(132A_{14})\approx0.241$ the force constant vanishes and the second term of (6) diverges. The left side is thus positive both near that point and at $s_0$. A stable root requires it to become negative in between. If heating removes that negative interval, the model has no crystal at zero pressure, and equation (1) must not be used with an arbitrary spacing in its place. In the classical limit this happens at $kT\approx0.66\,\varepsilon$, about 260 K for the parameters below. The Lennard-Jones crystal itself survives to its triple point near $0.69\,\varepsilon$, so the loss of the root is a failure of the harmonic cage.

## A worked case

Choose round parameters: $\varepsilon/k=400$ K, $\sigma=0.55$ nm, $m=200$ u and $T=200$ K, so $kT=0.5\,\varepsilon$. The root of (6) is $s=0.49205$. Its two terms, in units of $\varepsilon$, are

$$2(2\times12.13188\times0.49205-14.45392)\approx-5.03,\qquad 0.751\times6.697\approx5.03 .$$

The nearest-neighbour distance grows from 0.5996 to 0.6190 nm, or 3.2%. At the new spacing

$$u=2\varepsilon(12.13188\times0.49205^2-14.45392\times0.49205)=-8.350\,\varepsilon,$$

so $u/kT=-16.70$. Equation (5) gives $K=3.77$ N/m. Hence $\omega/2\pi=0.537$ THz and $x=0.129$. The three factors of (1) yield

$$P=(3.114\times10^{10}\ {\rm Torr})(5.594\times10^{-8})(2.139\times10^{-3})=3.73\ {\rm Torr}\approx497\ {\rm Pa}.$$

With the static spacing the pressure would be 5.46 Torr, 46% above the relaxed value. Two larger effects partly cancel here. Expansion weakens the static binding by $0.261\,\varepsilon=0.521\,kT$, which alone would multiply the pressure by 1.68. The total ratio is $3.725/5.456=0.683$, so the softer cage contributes $0.683/1.68\approx0.41$. Updating the energy but keeping the old frequency would therefore move the pressure in the wrong direction.

Equation (1) was also tested by minimizing the total free energy of crystal and vapour over the vapour density, with summed oscillator levels and summed levels of a particle in a box. That gave 3.728 Torr. Its pair sum stopped at $25a$ without a tail. The missing attraction is $2s\varepsilon\times4\pi\sqrt2/(3\times25^3)\approx3.7\times10^{-4}\varepsilon$, which raises the pressure by about 0.07%. The finite box lowers it by about 0.01%, and the two together account for the difference.

## What freezing the neighbours leaves out

In a real harmonic crystal the neighbours move too. Let $\Phi_{\alpha\beta}(\mathbf R)=\partial_\alpha\partial_\beta\phi(R)$. A bond responds to the difference between its two end displacements. For a wave with displacement proportional to $e^{i\mathbf q\cdot\mathbf R}$, each bond contributes $1-e^{i\mathbf q\cdot\mathbf R}$. Adding $\mathbf R$ and $-\mathbf R$ leaves the cosine:

$$D_{\alpha\beta}(\mathbf q)=\frac1m\sum_{\mathbf R\neq0}\Phi_{\alpha\beta}(\mathbf R)\left[1-\cos(\mathbf q\cdot\mathbf R)\right].\tag{7}$$

The eigenvalues of $D$ are the squared phonon frequencies $\omega_j^2(\mathbf q)$. Over the Brillouin zone the cosine averages to zero for every $\mathbf R\neq0$. Writing this average as $\langle\cdots\rangle$, we obtain

$$\left\langle\frac13\sum_{j=1}^3\omega_j^2\right\rangle=\frac1{3m}\sum_{\mathbf R\neq0}\nabla^2\phi(R)=\frac Km=\omega^2 .$$

The cage frequency is thus the root-mean-square phonon frequency. The classical free energy instead contains $kT\langle\sum_j\ln(\hbar\omega_j/kT)\rangle$. At fixed spacing the pressure ratio is

$$\frac{P_{\rm phonon}}{P_{\rm cage}}=\exp\left\langle\sum_{j=1}^3\ln\frac{\omega_j}{\omega}\right\rangle<1 .\tag{8}$$

The inequality holds because the logarithm is concave: the mean of $\ln\omega_j^2$ is below the logarithm of the mean of $\omega_j^2$ unless all frequencies coincide. They do not, since (7) vanishes at $\mathbf q=0$. In the worked case the ratio is 0.763, so the frozen-neighbour pressure is $1/0.763=1.31$ times the phonon pressure. This value uses forces cut off at $4a$; extending them to $8a$ or beyond lowers it by about 0.0006, to 0.762, and leaves the factor 1.31 unchanged. The spacing was held at 0.6190 nm in this comparison; it was not relaxed again with phonons.

Equation (7) also warns about periodic cells. If one particle in a repeated cell is displaced, its images move with it. Bonds between the particle and its images do not change, and the calculated force-constant matrix is

$$K\delta_{\alpha\beta}-\sum_{\mathbf L\neq0}\Phi_{\alpha\beta}(\mathbf L),$$

where $\mathbf L$ runs over the repeat vectors of the cell. In a primitive cell these are all the lattice vectors, so the result is zero rather than $K$. A cage calculation needs a supercell large enough that the force constants between a particle and its images are negligible. A phonon calculation needs enough wave vectors for the average in (8) to settle.

## Sensitivity to the well depth

From $f=\mu_{\rm gas}$, $\ln P=\ln(kT/\Lambda^3)+f/kT$. Vary $\varepsilon$ at fixed $\sigma$, $m$ and $T$. The spacing responds, but $df/ds=0$ removes its first-order effect. At fixed $s$, $u\propto\varepsilon$ and $x\propto\sqrt\varepsilon$, so

$$\frac{\partial\ln P}{\partial\ln\varepsilon}=\frac{u}{kT}+\frac{3x}{4}\coth\frac{x}{2}=-16.70+1.50=-15.20 .\tag{9}$$

The first term is the change in binding. The second is the stiffer cage, which in the classical limit offsets it by $3/2$. If the cell is held fixed, (9) still applies, with $u$ and $x$ taken at that cell.

Recalculating with relaxed spacing gives 4.34 Torr for a well 1% shallower and 3.20 Torr for one 1% deeper. Changes of $-5\%$ and $+5\%$ give 7.93 and 1.74 Torr, factors of 2.13 and 0.47. By (9), a 10% target for the pressure requires $\varepsilon$ to within about $0.10/15.2=0.7\%$.

The diameter matters less. At fixed $s$, $a\propto\sigma$, so $K\propto\sigma^{-2}$ and $x\propto\sigma^{-1}$, while $u$ is unchanged. Thus

$$\frac{\partial\ln P}{\partial\ln\sigma}=-\frac{3x}{2}\coth\frac{x}{2}=-3.00 .$$

The temperature slope gives the sublimation enthalpy $L$. The prefactor $kT/\Lambda^3$ varies as $T^{5/2}$, and $x\propto1/T$ at fixed $s$. Hence

$$\frac{d\ln P}{d\ln T}=\frac52-\frac{u}{kT}-\frac{3x}{2}\coth\frac{x}{2}=\frac{L}{kT}.\tag{10}$$

The numbers are $2.50+16.70-3.00=16.20$, or $L=26.9$ kJ/mol. Near 200 K the pressure changes by about $16.2/200=8\%$ per kelvin. It is 1.58 Torr at 190 K and 8.04 Torr at 210 K.

These slopes show how a fitted well depth can hide a poor vibrational setting. Raising $\varepsilon$ by 1.8% would bring the cage pressure down to the phonon value. Yet at fixed spacing both classical harmonic models have vibrational energy $3kT$ and therefore the same $L$. At that spacing the fitted change would add about $0.018\times16.7\,kT\approx0.5$ kJ/mol to $L$. Agreement at one temperature, obtained with a fitted well depth, thus does not show that the frequency treatment is right.

## Other effects and real precursors

For classical motion in the full cage potential, replace the Gaussian volume $(2\pi kT/K)^{3/2}$ by

$$v_f=\int e^{-[U(\mathbf r)-U(0)]/kT}\,d^3r,$$

where $U$ is the energy of the moving particle and the integral covers its cage. Then $P=(kT/v_f)e^{u/kT}$. With neighbours still frozen, this raises the harmonic pressure by a factor of 1.19. It opposes the phonon factor 0.763, but the two come from separate approximations, and their product is not a calculated pressure for the anharmonic crystal. Quantum motion changes the classical cage pressure by 0.2%, vapour non-ideality adds about 0.05%, and the neglected $Pv$ term adds 0.003%.

A pressure of a few Torr is useful for vapour delivery, but the model is more weakly bound than many solid precursors. Molybdenum hexacarbonyl and ferrocene, for example, have sublimation enthalpies of very roughly 70 kJ/mol and are used near or above room temperature, so both 27 kJ/mol and 200 K are low beside them. Real molecules also break the assumption of structureless spheres with pair forces. To gauge hindered rotation, let a cubic field act on one molecular axis in the solid, with energy proportional to $n_x^4+n_y^4+n_z^4-\tfrac35$, where $\mathbf n$ is the unit vector along that axis. This energy averages to zero over all directions. Divided by $k$, it spans 400 K from its minima along the cube diagonals to its maxima along the cube axes. The program calls this full span the barrier; the barrier between neighbouring minima, which passes through a $[110]$ direction, is a quarter of it, 100 K. The field multiplies the pressure by 0.89; this indicates a size for the chosen field and its zero of energy, not a correction for a particular molecule. Many-body forces were not calculated. If they deepened the cohesion by 1% and changed nothing else, the model pressure would fall by 15%.

## Choosing the setting

- For an estimate within a factor of about two, frozen neighbours can suffice under conditions like those of the worked case, provided that the cohesive energy is known to a few per cent. An error of 4.6% in $\varepsilon$ already costs a factor of two, since $\ln2/15.2=0.046$.
- For a target of tens of per cent, let all atoms move and converge the phonon average. Check anharmonicity as well: in the frozen cage it raises the pressure by a factor of 1.19, against the phonon factor of 0.763, so correcting only one of the two need not improve the result.
- Take $u$ and the frequencies at the same spacing, and relax that spacing at the temperature of use. Relaxation with harmonic frequencies overestimates the expansion here: the fully anharmonic crystal at $kT=0.5\,\varepsilon$ has a spacing of about 0.615–0.616 nm, an expansion of 2.6–2.8% rather than 3.2%. Because $f$ is stationary, the cage pressure differs by only about 1% between these spacings.
- For real molecules, add the hindered rotations and any internal modes that differ between solid and vapour. Equation (1) contains the three translations alone.
- Converge the cohesive energy first when $|u|/kT$ is large. Its relative error is multiplied by that number in $\ln P$.

The numerical output below lists the remaining intermediate values.

## Computed values

```
well depth eps/k = 400 K = 34.47 meV
diameter sigma = 0.55 nm
mass = 200 u
temperature = 200 K, kT/eps = 0.500
lattice sum A6 = 14.45392
lattice sum A8 = 12.80194
lattice sum A12 = 12.13188
lattice sum A14 = 12.05899
static s = 0.59570, relaxed s = 0.49205
static spacing = 0.5996 nm
relaxed spacing = 0.6190 nm
linear expansion = 3.24 %
static energy at static spacing = -8.6102 eps
static energy at relaxed spacing = -8.3495 eps
same energy = -287.80 meV, u/kT = -16.6990
cage force constant = 3.7745 N/m
cage frequency omega/2pi = 0.5366 THz
x = hbar omega/kT = 0.1288
rms displacement/spacing = 0.0757 (classical)
thermal wavelength = 0.00873 nm
kT/Lambda^3 = 3.1139e+10 Torr
exp(u/kT) = 5.5938e-08
[2 sinh(x/2)]^3 = 2.1388e-03
pressure, static spacing = 5.456 Torr
pressure, relaxed spacing = 3.725 Torr = 496.7 Pa
pressure, explicit levels = 3.728 Torr
sublimation enthalpy = 26.930 kJ/mol
pressure at 180 K = 0.609 Torr
pressure at 190 K = 1.584 Torr
pressure at 210 K = 8.035 Torr
dlnP/dln(eps): formula -15.1970, numerical -15.1970
dlnP/dln(sigma): formula -3.0041, numerical -3.0041
eps -5 %: P = 7.932 Torr, ratio 2.1293
eps -1 %: P = 4.336 Torr, ratio 1.1639
eps +1 %: P = 3.200 Torr, ratio 0.8589
eps +5 %: P = 1.736 Torr, ratio 0.4661
cohesion +1 % alone: P ratio = 0.8462
pressure factors for neglected or small effects:
phonons instead of Einstein cages = 0.7629
eps change with the same effect = +1.80 %
anharmonic instead of harmonic cage = 1.1946
quantum over classical cage = 1.00207
vapour non-ideality = 1.000547
Pv term of the solid = 1.000030
orienting field, barrier 400 K = 0.8851
```
